The Zero-Phase Condition for First-Order Multipactor Between Parallel Plates

**Q.** I am told that electrons launched from rest at zero field phase, between parallel plates, satisfy the first-order multipactor condition V0 = mω²d²/(πe). Before I argue with it, what does the sentence mean?

**A.** Multipactor is a discharge in vacuum fed by secondary electrons; here I mean the kind that runs between two plates. An electron crosses the gap, strikes a plate and releases secondary electrons; these cross back, and the number can grow. For this to repeat, the flight must keep time with the alternating voltage. "First-order" means that one crossing takes one half period.

Put the plates at x = 0 and x = d. The plate at d has potential

V(t) = V0 sin ωt

relative to the plate at 0, so V0 is a peak voltage, not an rms one. The electron has mass m and charge −e, with e > 0. It starts at x = 0, at rest, at t = 0, when the voltage passes through zero on its way up. The claim is that it arrives at x = d at ωt = π if and only if V0 has the stated value.

I assume a mean free path much longer than d, a uniform field, nonrelativistic motion, no space charge, and secondaries that leave at once with zero speed.

**Q.** The electron is negative. Are you sure that it is pushed away from its plate and not into it?

**A.** The field is minus the gradient of the potential, which rises linearly from 0 at x = 0 to V(t) at x = d:

E_x = −V(t)/d

The force is the charge times the field, and the two minus signs cancel:

m d²x/dt² = (−e)(−V(t)/d) = (eV0/d) sin ωt

Just after t = 0 the sine is positive, so the force points towards the far plate.

**Q.** The field averages to zero over a period. Why does the electron not just oscillate near its starting plate?

**A.** Because of the initial condition. Use the phase θ = ωt as the variable, so that d²x/dt² = ω² d²x/dθ². Dividing the equation of motion by mω² gives

d²x/dθ² = L sin θ, with L = eV0/(mω²d)

L is a length, the amplitude of the electron's oscillation in this field. Integrate once from θ = 0, where the speed is zero:

dx/dθ = L(1 − cos θ)

The 1 is a steady drift. The oscillating part of the velocity is −L cos θ, which equals −L at θ = 0. An electron at rest at that moment must therefore carry a drift +L to cancel it. Integrate again from x = 0:

x = L(θ − sin θ)

The first term is the drift and the second the oscillation.

**Q.** Then put in the half period.

**A.** At θ = π the sine vanishes and x = πL. Requiring this to be d gives

d = π eV0/(mω²d)

Multiplying by mω²d and dividing by πe,

V0 = mω²d²/(πe)

I shall call this voltage V_r. At V0 = V_r the oscillation amplitude is L = d/π.

**Q.** You have shown that the electron is at x = d at θ = π. Could it have hit the plate earlier? And could another voltage also give a half-period crossing?

**A.** Neither. The velocity L(1 − cos θ) is never negative, and it vanishes at isolated phases, θ = 0, 2π and so on. Hence x increases strictly with θ, and each position is reached once. If x = d at θ = π, that is the first arrival. Conversely, an arrival at θ = π requires πL = d, and L is proportional to V0, so one voltage does it.

**Q.** One crossing is not a resonance. At θ = π the field is zero again, but the next electron starts from the other plate.

**A.** And the force has changed sign, which is what that electron needs. Measure its distance from its own plate by y = d − x, and its phase by φ = θ − π. Then

d²y/dφ² = −d²x/dθ² = −L sin(φ + π) = L sin φ

This is the original equation, with the same initial conditions y = 0 and dy/dφ = 0 at φ = 0. The return flight is the mirror image of the first and ends at φ = π. The cycle closes after one full period and repeats.

**Q.** Why insist on one half period? A slower electron could cross in several.

**A.** It could, and the same solution covers it. At θ = Nπ, with N a whole number, x = NπL, so arrival there requires

V0 = mω²d²/(Nπe) = V_r/N

N must be odd. For even N the force just after arrival points towards +x, which drives a secondary at rest back into the plate at x = d. For odd N it points towards −x, into the gap. First order is N = 1; third order needs a third of the voltage.

**Q.** Give me numbers.

**A.** Take f = 100 MHz and d = 2.0 cm, round values belonging to no particular device. Then ω = 2πf = 6.28319 × 10⁸ rad/s, and

V_r = (9.10938 × 10⁻³¹ kg)(6.28319 × 10⁸ s⁻¹)²(0.020 m)² / (π × 1.60218 × 10⁻¹⁹ C) = 285.8 V

A separate calculation integrated Newton's equation numerically and searched for the voltage at which the crossing takes half a period. It also gave 285.8 V, with a transit time of 5.00 ns. For the third order the voltage is 95.3 V and the transit time 15.0 ns.

The electron starts slowly. At a quarter period, θ = π/2, it has moved

x = (d/π)(π/2 − 1) = 0.363 cm

which is less than a fifth of the gap. The rest is covered in the second quarter period.

**Q.** With a peak of 286 V, does it land with 286 eV?

**A.** No, because the voltage is not at its peak throughout the flight. The velocity in time is dx/dt = ω dx/dθ. At θ = π we have 1 − cos π = 2, so

v = 2ωL = 2ωd/π

Since ω = 2πf, this is 4fd = 8.00 × 10⁶ m/s. The kinetic energy is

K = ½m(2ωd/π)² = 2mω²d²/π²

Substituting mω²d² = πeV_r,

K = (2/π) eV_r

In the example K = 2 × 285.8/π eV = 181.9 eV. The work done by the force gives the same result. With dx = L(1 − cos θ)dθ and L = d/π,

K = ∫ (eV_r/d) sin θ dx = (eV_r/π) ∫ sin θ (1 − cos θ) dθ, from θ = 0 to π

The integral of sin θ is 2 and that of sin θ cos θ is 0, so K = 2eV_r/π again.

**Q.** So at 285.8 V this gap breaks down?

**A.** That does not follow. The condition concerns timing and contains nothing about the plates. The number of electrons grows if each impact releases, on average, more than one electron that takes part in the next crossing. That depends on the surface and on the impact energy.

The scaling shows where growth must fail. In terms of frequency,

V_r = 4πm(fd)²/e and K = 8m(fd)²

Both depend on the product fd. Halving fd reduces both by a factor of four. As fd tends to zero the resonant voltage tends to zero, but so does the impact energy, and an electron arriving with almost no energy cannot release more than one secondary. A small V_r is therefore no sign of easy breakdown.

**Q.** I also distrust the zero phase. Electrons can leave the plate at any phase. Why should this one matter?

**A.** Let the electron start from rest at phase α instead. Integrating d²x/dθ² = L sin θ from θ = α gives

dx/dθ = L(cos α − cos θ)

x = L F(θ, α), with F(θ, α) = (θ − α) cos α − sin θ + sin α

For a half-period crossing, set θ = α + π. Since sin(α + π) = −sin α,

F(α + π, α) = π cos α + 2 sin α ≡ g(α)

The condition d = L g(α) then becomes

V0(α) = mω²d²/[e(π cos α + 2 sin α)]

At α = 0 the bracket is π and V_r is recovered. For 0 ≤ α < π/2 the velocity is positive from α to 2π − α, an interval that contains α + π, so this is a genuine first arrival. For α between π/2 and π the velocity has reversed before α + π, so no such first arrival exists.

**Q.** Then zero phase does not even give the lowest voltage. A start at positive α makes the bracket larger.

**A.** Correct. The lowest voltage belongs to the largest g:

dg/dα = −π sin α + 2 cos α = 0, so tan α = 2/π

The second derivative is −g, which is negative there, so this is a maximum. With sin α = 2/√(π² + 4) and cos α = π/√(π² + 4),

g = (π² + 4)/√(π² + 4) = √(π² + 4)

V_min = mω²d²/(e√(π² + 4)) = πV_r/√(π² + 4) = 0.844 V_r

In the example this is 241.1 V, at a launch phase of 32.5°. The zero-phase condition is a resonance condition for one launch phase and must not be read as the multipactor threshold.

**Q.** What happens to an electron that starts slightly late? If the error grows from one crossing to the next, the resonance is useless.

**A.** Let α′ = θ − π be the launch phase of the next electron, where θ is the arrival phase of the present one. At fixed voltage the arrival condition is F(θ, α) = d/L, a constant. Differentiate it with respect to α, letting θ vary:

∂F/∂θ = cos α − cos θ

∂F/∂α = −cos α − (θ − α) sin α + cos α = −(θ − α) sin α

dα′/dα = dθ/dα = −(∂F/∂α)/(∂F/∂θ) = (θ − α) sin α/(cos α − cos θ)

At resonance θ = α + π, the numerator is π sin α and the denominator 2 cos α:

dα′/dα = (π/2) tan α

Small errors shrink when this is below one, that is, for tan α < 2/π. That is the phase of minimum voltage, and the agreement has a reason. Since g(α) = F(α + π, α), its derivative is ∂F/∂θ + ∂F/∂α, which vanishes where the slope −(∂F/∂α)/(∂F/∂θ) equals one.

At α = 0 the slope is zero: a small delay disappears to first order.

**Q.** Something must remain at second order.

**A.** Set V0 = V_r, so that d/L = π, and write θ = π + α′. Because −sin(π + α′) = sin α′, the arrival condition is

(π + α′ − α) cos α + sin α′ + sin α = π

For small α, expand to second order, with α′ itself of second order:

π + α′ − α − πα²/2 + α′ + α = π

The terms in α cancel, leaving 2α′ = πα²/2, or

α′ ≈ πα²/4

with α in radians. The remainder is positive: a late electron is followed by one that is less late, not by one that is early. For a start at 1° the integrated trajectory gives 0.0137° after one crossing, and a test confirmed the formula there to within one per cent.

**Q.** A degree is a gentle test. How late may an electron be?

**A.** Look for the other launch phase that repeats itself at V_r. It satisfies π cos α + 2 sin α = π, or 2 sin α = π(1 − cos α). In half angles,

4 sin(α/2) cos(α/2) = 2π sin²(α/2)

Either sin(α/2) = 0, which is the zero phase, or tan(α/2) = 2/π, which gives α = 64.96°. There tan α = (4/π)/(1 − 4/π²), so the slope is 2/(1 − 4/π²). This is larger than 2, and the second phase is unstable.

Between the two, g first rises from π and then falls back to π, so g(α) > π. An electron launched there would already be beyond x = d at θ = α + π. It therefore arrives sooner, and α′ < α. The slope formula is positive for these flights, so α′ increases with α from its value 0 at α = 0, and it stays positive. The successive phases decrease and cannot pass zero, so they have a limit. By continuity the limit repeats itself, and the one such phase available is zero.

From a 30° start, the integrated trajectories give 11.5°, 1.76° and 0.042° after one, two and three crossings. Starts at 10°, 40° and 60° were also tested and went to zero, while a start at 67° moved to a later phase.

**Q.** You have spoken of late electrons. What about early ones?

**A.** They are lost in this model. For a small negative α the force at launch points into the electron's own plate, and an electron at rest there has no speed with which to escape. The resonance at V_r is strongly attracting on the late side and open to loss on the early side. Real secondaries leave with some energy, and some early ones can then escape; that lies outside the assumption of emission from rest.

**Q.** Then a slight excess of voltage should destroy the resonance.

**A.** In this model it does. For a zero-phase start, arrival occurs when

θ − sin θ = d/L = πV_r/V0

The left side increases with θ and equals π at θ = π. If V0 > V_r the right side is less than π, so the arrival is early. At 1.05 V_r, which is 300.1 V, the arrival phase relative to π is −4.29°, and the next electron is driven back into its plate.

No other phase rescues the process. Resonance above V_r needs g(α) < π, which for launches into the gap means α > 64.96°, where the slope exceeds one.

Below V_r the situation is better. Between V_min and V_r, g(α) = πV_r/V0 has one solution between 0° and 32.5°, because g rises steadily there from π to √(π² + 4), and that solution is stable. At 0.9 V_r, or 257.2 V, the phases settled at 12.1°. For emission from rest, the first-order stable band is therefore

mω²d²/(e√(π² + 4)) < V0 ≤ mω²d²/(πe)

which runs from 241.1 V to 285.8 V in the example. The zero-phase condition is its upper edge.

This band depends strongly on the assumption of emission from rest. A secondary that leaves normal to the plate with speed v0 covers an extra πv0/ω in half a period, so the zero-phase voltage falls to V_r[1 − πv0/(ωd)], and launches at negative phase can escape. In the example an emission energy of only 1 eV lowers the zero-phase voltage to 243 V and widens the stable band to roughly 205 V to 440 V; at 5 eV the figures are 191 V and roughly 160 V to 490 V. Real secondaries leave with a few eV, so for a real gap V_r is not the upper edge.

**Q.** At 8 × 10⁶ m/s, are you entitled to Newton's equation and a uniform electric field?

**A.** For this gap, yes. The impact speed is 0.027 of the speed of light. With relativistic momentum in the equation of motion and the voltage held at V_r, the arrival is later by 0.020° of phase. That is small, and on the late side, where phase errors shrink.

The gap is 0.0067 of the 3.00 m wavelength. For the field to be uniform the plates must be wide compared with the gap, yet small compared with the wavelength. In a circular gap the field falls away from the axis, which delays the arrival by about 0.25° at 5 cm from the axis and 1° at 10 cm, more than relativity does but again on the late side. The changing electric field produces a magnetic field as well. For a circular gap, Ampère's law with the displacement current, applied to a circle of radius r about the axis, gives

2πrB = (πr²/c²) dE/dt

so the amplitude of B is ωrE/(2c²), where E is now the field amplitude. The ratio of magnetic to electric force amplitudes is then

vB/E = (v/c)(ωr/2c)

Both factors are small when the electron is slow and r is much less than the wavelength.

**Q.** And if gas is let in, or the discharge grows?

**A.** Then the derivation loses its footing. Once the mean free path is no longer long compared with d, collisions interrupt the drift, and x = L(θ − sin θ) does not describe the flight. Once the electron cloud's own field is no longer negligible beside V0/d, the force is no longer (eV0/d) sin ωt. At V_r even a weak field matters, because any steady extra push towards the far plate makes a zero-phase electron arrive early. The condition describes the timing of the first, sparse generations in a vacuum gap, for electrons that leave at rest. The numerical output below gives the values for the example in full.

Computed values

```
frequency: 100 MHz
gap: 2.0 cm
angular frequency: 6.28319e+08 rad/s
electron mass: 9.10938e-31 kg
elementary charge: 1.60218e-19 C
resonant peak voltage, formula: 285.791 V
resonant peak voltage, trajectory search: 285.791 V
transit time: 5.0000 ns
position at a quarter period: 0.3634 cm
impact speed: 8.0000e+06 m/s
impact speed / speed of light: 0.0267
impact energy: 181.94 eV
third-order voltage: 95.26 V
third-order transit time: 15.000 ns
lowest first-order voltage: 241.08 V
lowest voltage / zero-phase voltage: 0.8436
launch phase at lowest voltage: 32.48 deg
unstable fixed phase: 64.96 deg
phase after one transit from 1 deg: 0.01366 deg
delay started at 30 deg, after 0 transits: 30.0000 deg
delay started at 30 deg, after 1 transits: 11.5358 deg
delay started at 30 deg, after 2 transits: 1.7583 deg
delay started at 30 deg, after 3 transits: 0.0421 deg
delay started at 30 deg, after 4 transits: 0.0000 deg
0.9 of zero-phase voltage: 257.21 V
stable phase at 0.9 of voltage: 12.08 deg
1.05 of zero-phase voltage: 300.08 V
arrival phase at 1.05 of voltage: -4.29 deg
relativistic arrival delay: 0.0200 deg
free-space wavelength: 2.998 m
gap / wavelength: 0.00667
```
